# Clamped Ferroelectric Films: Renormalized Out-of-Plane Landau Coefficients, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one clamped direction to a film

### The decision and the simplest clamp

Before computing the charge or switching voltage of a ferroelectric gate stack, one must decide which Landau coefficients to enter. Coefficients of a mechanically free crystal describe a material that can change its lateral dimensions as it polarizes. A film held by a thick substrate can't do so. The choice affects the transition temperature, the polarization, and the amount of series oxide that removes a uniform polarization along the film normal. It can even turn a discontinuous transition into a continuous one.

The simplest case has one polarization $P$, one strain $S$ and one stress $\sigma$. Strain is measured from the stress-free, unpolarized state, and tensile strain and stress are positive. Energies are per unit reference volume. Let $F(P,S)$ be the Helmholtz energy density at fixed temperature. Mechanical and electrical work give

$$
dF=\sigma\,dS+E\,dP ,
$$

where $E$ is the field inside the ferroelectric. The vacuum field energy isn't part of $F$; it will be counted separately when the film is placed in a stack. If stress is controlled instead of strain, the suitable potential is $G=F-\sigma S$. Its differential is

$$
dG=\sigma\,dS+E\,dP-\sigma\,dS-S\,d\sigma=-S\,d\sigma+E\,dP .
$$

Thus $S=-\partial G/\partial\sigma$ at fixed $P$, and $E=\partial G/\partial P$ at fixed $\sigma$.

For linear elasticity and quadratic electrostriction, take

$$
G=aP^2+cP^4-\tfrac12 s\sigma^2-Q\sigma P^2 .
$$

Here $s>0$ is the compliance, $Q$ is the electrostrictive coefficient, and $a$ and $c$ are measured at constant stress. The two minus signs are fixed by the strain they must produce:

$$
S=-\frac{\partial G}{\partial\sigma}=s\sigma+QP^2 .
$$

At zero stress the material takes the natural strain $QP^2$. Any difference between the imposed and the natural strain must be supplied elastically, so

$$
\sigma=\frac{S-QP^2}{s}.
$$

Since strain is now held, return to the strain potential by adding $\sigma S$ to $G$:

$$
\begin{aligned}
F&=aP^2+cP^4-\tfrac12s\sigma^2-Q\sigma P^2+\sigma S\\
&=aP^2+cP^4-\tfrac12s\sigma^2+\sigma(S-QP^2)\\
&=aP^2+cP^4-\tfrac12s\sigma^2+s\sigma^2\\
&=aP^2+cP^4+\frac{(S-QP^2)^2}{2s}.
\end{aligned}
$$

The third line uses $S-QP^2=s\sigma$. The last term is the energy of a spring whose natural length depends on polarization. Expanding its square gives

$$
F=\frac{S^2}{2s}+\left(a-\frac{QS}{s}\right)P^2+
\left(c+\frac{Q^2}{2s}\right)P^4 .
$$

The shift of the quadratic coefficient comes from the cross term between imposed and natural strain. The quartic shift comes from the square of the natural strain and remains when $S=0$.

Three limits test this result. If $Q=0$, polarization and strain are uncoupled, and clamping adds only the constant $S^2/(2s)$. If $s\to\infty$ at fixed $Q$ and $S$, the spring becomes infinitely soft, and both shifts vanish. Finally, if the clamp is released, $F$ must be minimized over $S$. The minimum lies at $S=QP^2$, where the spring energy is zero and the free energy $aP^2+cP^4$ returns. A clamp held at zero strain is therefore different from no clamp.

### Two held strains and a free surface

Now consider a single-domain perovskite film on a thick cubic (001) substrate. Axes 1 and 2 lie in the plane, and axis 3 is the film normal. The cubic axes of film and substrate are aligned. The polarization has the single component $P_3=P$. Its strain reference is the stress-free cubic paraelectric cell at the temperature considered, extrapolated if that phase is not stable there. If this cell has edge $a_0$ and the substrate imposes the in-plane edge $a_s$, then

$$
S_m=\frac{a_s-a_0}{a_0}.
$$

Compression has $S_m<0$. Using the lateral edge of the already polarized crystal as the reference would count part of its electrostrictive strain twice.

In Voigt notation, labels 1, 2 and 3 denote normal components; 4, 5 and 6 denote shear components 23, 13 and 12, with engineering shear strains. The constant-stress potential, through sixth order in polarization, is

$$
\begin{aligned}
G={}&a_1P^2+a_{11}P^4+a_{111}P^6\\
&-\tfrac12s_{11}(\sigma_1^2+\sigma_2^2+\sigma_3^2)
-s_{12}(\sigma_1\sigma_2+\sigma_2\sigma_3+\sigma_3\sigma_1)\\
&-\tfrac12s_{44}(\sigma_4^2+\sigma_5^2+\sigma_6^2)\\
&-Q_{12}(\sigma_1+\sigma_2)P^2-Q_{11}\sigma_3P^2 .
\end{aligned}
$$

There is no shear electrostriction here, because in a cubic reference crystal it requires a product of two different polarization components. Only $P_3$ is present.

The strains follow from $S_i=-\partial G/\partial\sigma_i$:

$$
\begin{aligned}
S_1&=s_{11}\sigma_1+s_{12}(\sigma_2+\sigma_3)+Q_{12}P^2,\\
S_2&=s_{11}\sigma_2+s_{12}(\sigma_1+\sigma_3)+Q_{12}P^2,\\
S_3&=s_{11}\sigma_3+s_{12}(\sigma_1+\sigma_2)+Q_{11}P^2,\\
S_4&=s_{44}\sigma_4,\qquad S_5=s_{44}\sigma_5,\qquad S_6=s_{44}\sigma_6 .
\end{aligned}
$$

A rigid substrate and a uniform, coherent film impose

$$
S_1=S_2=S_m,\qquad S_6=0.
$$

The upper surface carries no mechanical traction. For a uniform film this gives

$$
\sigma_3=\sigma_4=\sigma_5=0.
$$

These are mixed conditions: three strains and three stresses are held. The Legendre transform must exchange stress for strain in the first three cases and leave the other three alone. Define

$$
g=G+S_1\sigma_1+S_2\sigma_2+S_6\sigma_6 .
$$

To see that this is the required potential, write all terms of its differential:

$$
\begin{aligned}
dg={}&-\sum_{i=1}^{6}S_i\,d\sigma_i+E\,dP
+S_1\,d\sigma_1+\sigma_1\,dS_1\\
&+S_2\,d\sigma_2+\sigma_2\,dS_2
+S_6\,d\sigma_6+\sigma_6\,dS_6\\
={}&E\,dP+\sigma_1\,dS_1+\sigma_2\,dS_2+\sigma_6\,dS_6\\
&-S_3\,d\sigma_3-S_4\,d\sigma_4-S_5\,d\sigma_5 .
\end{aligned}
$$

All six mechanical differentials in the final expression vanish under the film conditions. Therefore $dg=E\,dP$. At a prescribed internal field, equilibrium is found by minimizing $g-EP$.

### Solving for the stress

Set $\sigma_3=0$ in the two in-plane strain equations. Their difference is

$$
0=S_1-S_2=(s_{11}-s_{12})(\sigma_1-\sigma_2).
$$

An elastically stable cubic crystal has $s_{11}-s_{12}>0$, so the two stresses are equal. Call their common value $\sigma$. Either strain equation now gives

$$
S_m=(s_{11}+s_{12})\sigma+Q_{12}P^2 .
$$

With the abbreviation $s_+=s_{11}+s_{12}$,

$$
\sigma=\frac{S_m-Q_{12}P^2}{s_+}.
$$

The condition $S_6=0$ gives $\sigma_6=0$, since $s_{44}>0$.

The denominator is positive. Elastic stability also requires $s_{11}+2s_{12}>0$, the compliance to equal stress on all three axes. The identity

$$
s_+=\frac{2(s_{11}+2s_{12})+(s_{11}-s_{12})}{3}
$$

then expresses $s_+$ as a sum of positive quantities.

With equal in-plane stresses, the terms of $G$ simplify. The two squares contribute $-s_{11}\sigma^2$, and their product contributes $-s_{12}\sigma^2$. Electrostriction contributes $-2Q_{12}\sigma P^2$. The Legendre terms add $2S_m\sigma$. Hence

$$
\begin{aligned}
g&=a_1P^2+a_{11}P^4+a_{111}P^6-s_+\sigma^2
-2Q_{12}\sigma P^2+2S_m\sigma\\
&=a_1P^2+a_{11}P^4+a_{111}P^6-s_+\sigma^2
+2\sigma(S_m-Q_{12}P^2)\\
&=a_1P^2+a_{11}P^4+a_{111}P^6-s_+\sigma^2+2s_+\sigma^2\\
&=a_1P^2+a_{11}P^4+a_{111}P^6+
\frac{(S_m-Q_{12}P^2)^2}{s_+}.
\end{aligned}
$$

Expansion of the square is

$$
\frac{(S_m-Q_{12}P^2)^2}{s_+}
=\frac{S_m^2}{s_+}-\frac{2Q_{12}S_m}{s_+}P^2+
\frac{Q_{12}^2}{s_+}P^4 .
$$

Collecting powers gives the Pertsev renormalization for this geometry:

$$
g=\frac{S_m^2}{s_+}+a_3^*P^2+a_{33}^*P^4+a_{111}P^6,
$$

$$
\boxed{a_3^*=a_1-\frac{2Q_{12}S_m}{s_{11}+s_{12}},\qquad
a_{33}^*=a_{11}+\frac{Q_{12}^2}{s_{11}+s_{12}} } .
$$

The sixth-order coefficient is unchanged because the natural strain contains no power above $P^2$. Higher electrostriction or nonlinear elasticity would generally alter that statement.

The coefficient $Q_{11}$ is absent because it multiplies $\sigma_3$, which vanishes at the free surface. The film can change thickness without normal elastic work. If thickness were also constrained, these formulas wouldn't apply.

The quartic shift is nonnegative for either sign of $Q_{12}$. The quadratic shift has the sign of $-Q_{12}S_m$. For $Q_{12}<0$, polarization along the normal makes the free crystal contract laterally. Compression favours that contraction and lowers $a_3^*$; tension raises it.

### Why the transform cannot be omitted

Suppose the solved stress is inserted into $G$, but the strain-stress products are left out. The mechanical terms are then

$$
\begin{aligned}
-s_+\sigma^2-2Q_{12}\sigma P^2
&=-\sigma(s_+\sigma+2Q_{12}P^2)\\
&=-\sigma(S_m+Q_{12}P^2)\\
&=-\frac{(S_m-Q_{12}P^2)(S_m+Q_{12}P^2)}{s_+}\\
&=-\frac{S_m^2}{s_+}+\frac{Q_{12}^2}{s_+}P^4 .
\end{aligned}
$$

This substitution gives the correct quartic coefficient but misses the quadratic shift. At $S_m=0$ the fault disappears, so that limit alone can't reveal it.

The electric field does reveal it. Since $\partial G/\partial\sigma_i=-S_i$, differentiation of the proper potential at fixed in-plane strain gives

$$
\frac{dg}{dP}
=\left(\frac{\partial G}{\partial P}\right)_\sigma
+\sum_{i=1}^{2}(-S_m+S_m)\frac{d\sigma_i}{dP}
=\left(\frac{\partial G}{\partial P}\right)_\sigma=E .
$$

The changing stress makes no extra contribution. For the substituted potential, the terms $+S_m\,d\sigma_i/dP$ are missing. Its slope is therefore

$$
\begin{aligned}
\frac{d}{dP}G(P,\sigma(P))
&=E-2S_m\frac{d\sigma}{dP}\\
&=E-2S_m\left(-\frac{2Q_{12}P}{s_+}\right)
=E+\frac{4Q_{12}S_mP}{s_+}.
\end{aligned}
$$

This slope isn't the internal field unless the final term vanishes.

There is also a sign trap in treating $\sigma$ as an independent variable. Before it is eliminated, the mechanical part of the transformed expression can be written as

$$
-s_+\sigma^2+2\sigma(S_m-Q_{12}P^2)
=\frac{(S_m-Q_{12}P^2)^2}{s_+}
-s_+\left(\sigma-\frac{S_m-Q_{12}P^2}{s_+}\right)^2 .
$$

The solved stress is a maximum of this expression, not a minimum. It enforces the strain condition. Physical minimization is performed over polarization and over strains that are free.

### A direct elastic check and unequal strains

The same answer follows without starting from the mixed potential. The Helmholtz energy is the Landau energy plus the positive elastic energy. Minimization over $S_3$, $S_4$ and $S_5$ sets their conjugate stresses to zero. With $\sigma_1=\sigma_2=\sigma$, the elastic energy is

$$
\tfrac12s_{11}(\sigma^2+\sigma^2)+s_{12}\sigma^2
=s_+\sigma^2=\frac{(S_m-Q_{12}P^2)^2}{s_+}.
$$

This is the term found by the Legendre route.

The direct calculation also permits unequal in-plane strains $S_1$ and $S_2$, with the same crystal axes and $S_6=0$. Write $\sigma_1=m+d$ and $\sigma_2=m-d$. Half the sum and half the difference of the strain equations give

$$
\frac{S_1+S_2}{2}=s_+m+Q_{12}P^2,\qquad
\frac{S_1-S_2}{2}=(s_{11}-s_{12})d .
$$

Since $\sigma_1^2+\sigma_2^2=2m^2+2d^2$ and $\sigma_1\sigma_2=m^2-d^2$, the elastic energy becomes

$$
\begin{aligned}
s_{11}(m^2+d^2)+s_{12}(m^2-d^2)
&=s_+m^2+(s_{11}-s_{12})d^2\\
&=\frac{[(S_1+S_2)/2-Q_{12}P^2]^2}{s_+}
+\frac{(S_1-S_2)^2}{4(s_{11}-s_{12})}.
\end{aligned}
$$

The last term doesn't contain $P$. Thus the out-of-plane coefficients depend on the mean in-plane strain. Equal strains remove the last term and recover the earlier result. This conclusion concerns polarization fixed along the normal; unequal strains can distinguish the two in-plane polarization directions.

## Second half: transition, switching and the gate stack

The film has polarization $P$ along its normal, imposed in-plane strain $S_m$, and $s_+=s_{11}+s_{12}>0$. Its potential at fixed in-plane strain and zero surface traction is

$$
g=\frac{S_m^2}{s_+}+a_3^*P^2+a_{33}^*P^4+a_{111}P^6,
$$

with $a_3^*=a_1-2Q_{12}S_m/s_+$ and $a_{33}^*=a_{11}+Q_{12}^2/s_+$. The in-plane stress is $\sigma=(S_m-Q_{12}P^2)/s_+$. The internal field is $E=dg/dP$.

### When clamping changes the order of the transition

Take $a_1=\beta(T-T_0)$ with $\beta>0$, and keep the other coefficients independent of temperature. Also require $a_{111}>0$, so that the energy rises at large polarization. A nonzero stationary state at zero field obeys

$$
0=\frac{1}{2P}\frac{dg}{dP}
=a_3^*+2a_{33}^*P^2+3a_{111}P^4 .
$$

If $a_{33}^*>0$ and $a_3^*\geq0$, all terms are nonnegative and no nonzero solution exists. If $a_3^*<0$, there is one positive solution for $P^2$:

$$
P_s^2=\frac{-a_{33}^*+\sqrt{(a_{33}^*)^2-3a_3^*a_{111}}}{3a_{111}} .
$$

It tends to zero as $a_3^*$ tends to zero from below. The out-of-plane transition is therefore continuous, at

$$
T_c=T_0+\frac{2Q_{12}S_m}{\beta s_+}.
$$

Close below this temperature, the sixth-order term is negligible and $P_s^2\simeq\beta(T_c-T)/(2a_{33}^*)$.

For comparison, consider the same polarization direction in a free crystal with $a_{11}<0$. At its discontinuous transition, a nonzero stationary state has the same energy as $P=0$. With $x=P^2$, the two conditions are

$$
a_1+a_{11}x+a_{111}x^2=0,\qquad
a_1+2a_{11}x+3a_{111}x^2=0 .
$$

Subtract the first from the second and divide by $x$. This gives $a_{11}+2a_{111}x=0$, so the jump has

$$
P_j^2=-\frac{a_{11}}{2a_{111}}.
$$

Insertion into the equal-energy condition gives

$$
a_1=\frac{a_{11}^2}{2a_{111}}-\frac{a_{11}^2}{4a_{111}}
=\frac{a_{11}^2}{4a_{111}},
$$

and hence

$$
T_j=T_0+\frac{a_{11}^2}{4\beta a_{111}} .
$$

Clamping changes this discontinuous transition to a continuous one when $Q_{12}^2/s_+>|a_{11}|$. The criterion doesn't contain $S_m$. Misfit moves the transition temperature, while the fixed lateral dimensions stiffen the quartic term. This is a mean-field statement for uniform polarization along the normal. It gives the film's actual transition only if the normal component is the first to become unstable. With $Q_{12}<0<Q_{11}+Q_{12}$, as in lead titanate, tensile misfit makes an in-plane component unstable at a higher temperature, and $T_c$ above is then not the transition of the film.

The limit $S_m=0$ separates these effects. It gives $T_c=T_0$ but leaves the quartic shift intact. A film with zero misfit is still clamped.

This part has derived the Landau coefficients of a film clamped in the plane and shown when clamping makes a discontinuous transition continuous. What remains is to put numbers to a lead-titanate-like film, find its uniform-switching limit, and examine the effects of a series oxide and strain relaxation.
